# Emitter-centred bright modes and the number of continua seen by N dipoles

## 1. Two emitters and many oscillators of one frequency

Let two emitters couple to $M$ oscillators that all have frequency $\omega$. Atomic units are used, so $\hbar=1$. The Hamiltonian is

$$H=H_{\rm em}+\omega\sum_{s=1}^M b_s^\dagger b_s-\sum_{i=1}^2\mu_i(A_i+A_i^\dagger),\qquad A_i=\sum_s g_{is}b_s .$$

Here $\mu_i$ is a Hermitian operator of emitter $i$. However large $M$ is, the emitters see two combinations, $A_1$ and $A_2$. These are in general not independent, since

$$[A_i,A_j^\dagger]=\sum_s g_{is}g_{js}^*\equiv J_{ij}.$$

Take $J_{12}$ real and define $B_i=A_i/\sqrt{J_{ii}}$. Then $[B_i,B_i^\dagger]=1$ and $[B_1,B_2^\dagger]=S$, with $S=J_{12}/\sqrt{J_{11}J_{22}}$. Keep $C_1=B_1$ and remove its part from $B_2$:

$$C_2=\frac{B_2-SB_1}{\sqrt{1-S^2}} .$$

The overlap with $C_1$ vanishes, because $[B_2-SB_1,B_1^\dagger]=S-S=0$. The norm is right, because $[B_2-SB_1,B_2^\dagger-SB_1^\dagger]=1-2S^2+S^2=1-S^2$. Inverting gives

$$A_1=\sqrt{J_{11}}\,C_1,\qquad A_2=\sqrt{J_{22}}\,\bigl(SC_1+\sqrt{1-S^2}\,C_2\bigr).$$

Complete $C_1,C_2$ to an orthonormal set with $M-2$ further modes $D_\nu$. A unitary change of modes leaves $\sum_s b_s^\dagger b_s$ diagonal, and the common frequency multiplies the whole sum. The $D_\nu$ therefore appear in the energy but not in the coupling: they are dark.

**Limits.** For $S=0$ each emitter has its own mode. For $S=\pm1$ the operator $B_2\mp B_1$ has zero norm and vanishes, so one mode serves both emitters. The number of coupled modes is the rank of $J$, here one or two.

The common frequency matters. If the oscillators had different frequencies, the rotation would in general couple the new modes to each other, including bright modes to dark ones. In a continuum the construction must therefore be made separately at each frequency.

## 2. The field of an absorbing environment

Consider a linear, local, isotropic, passive, reciprocal and nonmagnetic environment with permittivity $\varepsilon(\mathbf r,\omega)$. Fields vary as $e^{-i\omega t}$, and $k=\omega/c$. The Green tensor obeys

$$\nabla\times\nabla\times\mathbf G(\mathbf r,\mathbf s)-k^2\varepsilon(\mathbf r)\mathbf G(\mathbf r,\mathbf s)=\mathbf 1\,\delta(\mathbf r-\mathbf s).$$

In atomic units a polarization $\mathbf P$ produces the field $4\pi k^2\int\mathbf G\cdot\mathbf P$. The quantum source is the fluctuating polarization of the medium. Its strength follows from a harmonic continuum $P=\int d\omega\,p(\omega)(b_\omega+b_\omega^\dagger)$. An oscillator of frequency $\omega'$ contributes $2\omega'p^2/(\omega'^2-\omega^2)$ to the susceptibility, so that ${\rm Im}\,\chi=\pi p^2$. With $\chi=(\varepsilon-1)/4\pi$ this gives $p=\sqrt{{\rm Im}\,\varepsilon}/2\pi$ per component. Including a conventional phase $i$, the positive-frequency field is

$$\mathbf E^{+}(\mathbf r)=\int_0^\infty\! d\omega\int\! d^3s\;2ik^2\sqrt{{\rm Im}\,\varepsilon(\mathbf s,\omega)}\;\mathbf G(\mathbf r,\mathbf s,\omega)\cdot\mathbf f(\mathbf s,\omega),$$

where $[f_a(\mathbf s,\omega),f_b^\dagger(\mathbf s',\omega')]=\delta_{ab}\delta(\mathbf s-\mathbf s')\delta(\omega-\omega')$. The energy of field and medium is $\int d\omega\int d^3s\,\omega\,\mathbf f^\dagger\cdot\mathbf f$. Each emitter sits in a small region that is free of absorption from the start, because absorption at its own position would make the integral of its squared near field diverge. Other transparent regions are limits of vanishing absorption, taken after the volume integrals, so that radiation to infinity is retained.

Emitter $i$ is a point dipole $d_i\mathbf n_i\mu_i$ with a real fixed direction $\mathbf n_i$. In multipolar coupling, with the polarization self-energies kept in $H_{\rm em}$, the interaction is $-\sum_i d_i\mu_i\mathbf n_i\cdot\mathbf E(\mathbf r_i)$. The field carries the interaction between separated emitters. Thus

$$H=H_{\rm em}+\int d\omega\int d^3s\,\omega\,\mathbf f^\dagger\cdot\mathbf f-\sum_i\mu_i\int d\omega\,[A_i(\omega)+A_i^\dagger(\omega)],$$

$$A_i(\omega)=2ik^2d_i\int d^3s\,\sqrt{{\rm Im}\,\varepsilon(\mathbf s)}\;\mathbf n_i\cdot\mathbf G(\mathbf r_i,\mathbf s)\cdot\mathbf f(\mathbf s,\omega).$$

## 3. The overlap is an imaginary Green tensor

The commutator of two such amplitudes contains a volume integral of two Green tensors. To evaluate it, set $\mathbf u(\mathbf s)=\mathbf G(\mathbf s,\mathbf r_i)\cdot\mathbf n_i$ and $\mathbf v(\mathbf s)=\mathbf G(\mathbf s,\mathbf r_j)\cdot\mathbf n_j$. Then

$$\nabla\times\nabla\times\mathbf u-k^2\varepsilon\mathbf u=\mathbf n_i\delta(\mathbf s-\mathbf r_i),\qquad \nabla\times\nabla\times\mathbf v^*-k^2\varepsilon^*\mathbf v^*=\mathbf n_j\delta(\mathbf s-\mathbf r_j).$$

Multiply the first by $\mathbf v^*$ and the second by $\mathbf u$, subtract and integrate. The curl terms form the divergence of $\mathbf u\times(\nabla\times\mathbf v^*)-\mathbf v^*\times(\nabla\times\mathbf u)$, whose surface integral vanishes because absorption damps the fields at infinity. What remains is

$$-k^2\int d^3s\,(\varepsilon-\varepsilon^*)\,\mathbf u\cdot\mathbf v^*=\mathbf n_i\cdot\mathbf v^*(\mathbf r_i)-\mathbf n_j\cdot\mathbf u(\mathbf r_j).$$

Let $G_{ij}=\mathbf n_i\cdot\mathbf G(\mathbf r_i,\mathbf r_j)\cdot\mathbf n_j$. Reciprocity gives $G_{ji}=G_{ij}$, so the right side is $G_{ij}^*-G_{ij}=-2i\,{\rm Im}\,G_{ij}$. The left side is $-2ik^2\int{\rm Im}\,\varepsilon\,\mathbf u\cdot\mathbf v^*$. Hence

$$k^2\int d^3s\,{\rm Im}\,\varepsilon\;\mathbf u\cdot\mathbf v^*={\rm Im}\,G_{ij}.$$

The commutator has the prefactor $|2ik^2|^2=4k^4$, of which the identity absorbs $k^2$:

$$[A_i(\omega),A_j^\dagger(\omega')]=J_{ij}(\omega)\delta(\omega-\omega'),\qquad J_{ij}=4k^2d_id_j\,{\rm Im}\,G_{ij}(\omega).$$

**Limit: one dipole in vacuum.** There ${\rm Im}\,G_{11}=k/6\pi$, so $J_{11}=2k^3d^2/3\pi$. For a transition with unit matrix element of $\mu$, the golden rule gives the rate $2\pi J_{11}=4\omega^3d^2/3c^3$, the spontaneous-emission rate in atomic units.

## 4. N emitters: orthogonal modes and the bound

At a frequency where all $J_{ii}>0$, define the emitter-centred modes $B_i=A_i/\sqrt{J_{ii}}$. Their overlap matrix is $S_{ij}=J_{ij}/\sqrt{J_{ii}J_{jj}}$. An emitter with $J_{ii}=0$ has $A_i=0$ at that frequency and is left out.

The matrix $S$ is real and symmetric, and it has no negative eigenvalue because $\sum_{ij}x_iS_{ij}x_j$ is the squared norm of $\sum_ix_iB_i$. Write $S=U\,{\rm diag}(\sigma_\alpha)\,U^T$ with orthogonal $U$. For each $\sigma_\alpha>0$ take

$$C_\alpha=\sigma_\alpha^{-1/2}\sum_iU_{i\alpha}B_i .$$

Then

$$[C_\alpha(\omega),C_\beta^\dagger(\omega')]=\frac{(U^TSU)_{\alpha\beta}}{\sqrt{\sigma_\alpha\sigma_\beta}}\,\delta(\omega-\omega')=\delta_{\alpha\beta}\,\delta(\omega-\omega').$$

For $\sigma_\alpha=0$ the combination $\sum_iU_{i\alpha}B_i$ has zero norm and vanishes, so nothing is lost by leaving it out. The inverse relation is

$$A_i=\sum_{\alpha:\sigma_\alpha>0}W_{i\alpha}C_\alpha,\qquad W_{i\alpha}=\sqrt{J_{ii}}\,U_{i\alpha}\sqrt{\sigma_\alpha},\qquad WW^T=J.$$

Complete the $C_\alpha(\omega)$ with orthonormal dark modes $D_\nu(\omega)$ at the same frequency. As in section 1,

$$H=H_{\rm em}+\int d\omega\,\omega\Bigl(\sum_\alpha C_\alpha^\dagger C_\alpha+\sum_\nu D_\nu^\dagger D_\nu\Bigr)-\sum_{i\alpha}\mu_i\int d\omega\,W_{i\alpha}(C_\alpha+C_\alpha^\dagger).$$

The number of coupled continua at $\omega$ is ${\rm rank}\,J(\omega)\le N$. It cannot be made smaller: a coupling to $m$ orthonormal modes gives $J=WW^\dagger$ with $W$ of $m$ columns, whose rank is at most $m$.

No rotating-wave, Markov or weak-coupling approximation has entered. The evolution operator factorizes into a dark part and a part for emitters and bright modes. The trace over the dark modes commutes with this evolution, so the emitters depend only on the initial reduced state of emitters and bright modes. The dark modes have no effect on them, whatever their own state and whatever their initial correlations with the rest.

**Freedom of choice.** For full rank, the symmetric (Löwdin) choice is $C=S^{-1/2}B$, with $W={\rm diag}(\sqrt{J_{ii}})\,S^{1/2}$. The Cholesky choice is a lower triangular $W$ and repeats the Gram–Schmidt step of section 1: emitter $i$ couples to the first $i$ continua. If $W$ and $W'$ are two real square factors of $J$, then $O=W^{-1}W'$ obeys $OO^T=W^{-1}JW^{-T}=1$. They differ by an orthogonal transformation of the continua at each frequency (a rotation, possibly combined with a reflection), which leaves the emitter dynamics unchanged.

**What N counts.** A dipole operator with three independent vector components supplies three amplitudes $A$, so $N$ such emitters need up to $3N$ continua. A permanent dipole along a different direction from the transition dipole also adds an amplitude. The bound counts independent coupling operators, not molecules.

## 5. A closed nanocavity: radial dipoles in a metal void

Take a spherical vacuum void of radius $a$ in an unbounded metal, with radial dipoles at $\mathbf r_i=r_i\mathbf n_i$. The field of a radial unit source at $\mathbf r'=r'\mathbf n'$ follows from a scalar $\Pi$ with $(\nabla^2+k^2)\Pi=-\delta(\mathbf r-\mathbf r')/r'$. Set

$$\mathbf E=\frac1{k^2}\bigl[\nabla\times\nabla\times(\mathbf r\Pi)-\mathbf n'\delta(\mathbf r-\mathbf r')\bigr].$$

The identity $\nabla\times\nabla\times(\mathbf r\Pi)=\nabla\partial_r(r\Pi)-\mathbf r\nabla^2\Pi$ and the equation for $\Pi$ give $\mathbf E=\mathbf r\Pi+k^{-2}\nabla\partial_r(r\Pi)$. Therefore $\nabla\times\mathbf E=\nabla\times(\mathbf r\Pi)$. A second curl gives $\nabla\times\nabla\times\mathbf E=k^2\mathbf E+\mathbf n'\delta(\mathbf r-\mathbf r')$, as required.

Expand the outgoing scalar wave in spherical functions and add the wave reflected by the wall. For $r>r'$,

$$\Pi=\frac{ik}{4\pi r'}\sum_l(2l+1)P_l(\cos\gamma)\,j_l(kr')\,[h_l(kr)+R_lj_l(kr)],$$

with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$. Since $\mathbf r\cdot\nabla\times\nabla\times(\mathbf r\Pi)=-\nabla_\Omega^2\Pi$, each order acquires a factor $l(l+1)$. Dividing by $k^2r$ gives the radial field. For real argument ${\rm Re}\,h_l=j_l$, and so

$${\rm Im}\,G_{ij}=\frac{k}{4\pi}\sum_{l\ge1}l(l+1)(2l+1)\,{\rm Re}(1+R_l)\,\frac{j_l(kr_i)}{kr_i}\,\frac{j_l(kr_j)}{kr_j}\,P_l(\cos\gamma_{ij}).$$

In the metal write $\mathbf E=(k^2\varepsilon)^{-1}\nabla\times\nabla\times(\mathbf r\Pi)$ with an outgoing $\Pi$. Continuity of the tangential magnetic and electric fields makes $\Pi$ and $\varepsilon^{-1}\partial_r(r\Pi)$ continuous. With $\psi_l(x)=xj_l(x)$, $\xi_l(x)=xh_l(x)$, $x=ka$ and $n=\sqrt\varepsilon$,

$$R_l=-\frac{\xi_l'(x)-q_l\xi_l(x)}{\psi_l'(x)-q_l\psi_l(x)},\qquad q_l=\frac{\xi_l'(nx)}{n\,\xi_l(nx)} .$$

**Small-void limit.** For $|x|,|nx|\ll1$ we have $\psi_l\propto x^{l+1}$ and $\xi_l\propto x^{-l}$, hence $q_l\simeq-l/(\varepsilon x)$ and

$$R_l\simeq\frac{l(\varepsilon-1)}{(l+1)\varepsilon+l}\,\frac{\xi_l(x)}{\psi_l(x)} .$$

For a Drude metal, $\varepsilon=1-\omega_p^2/(\omega^2+i\gamma_p\omega)$. Without damping the denominator vanishes at $\omega_l=\omega_p\sqrt{(l+1)/(2l+1)}$.

**Absolute coupling.** For $l=1$, $\xi_1/\psi_1\simeq-3i/x^3$. At the centre $j_l(kr)/kr$ tends to $1/3$ for $l=1$ and to zero for $l\ge2$. Neglecting 1 beside the large $R_1$ gives

$$J=\frac{2d^2}{\pi a^3}\,{\rm Im}\,\frac{\varepsilon-1}{2\varepsilon+1}=\frac{2g^2\omega_1}{\pi}\,\frac{\gamma_p\omega}{(\omega_1^2-\omega^2)^2+\gamma_p^2\omega^2},\qquad g^2=\frac{d^2\omega_1}{2a^3}.$$

As $\gamma_p\to0$ this becomes $g^2\delta(\omega-\omega_1)$: one discrete mode with coupling $g$.

The same $g$ follows from electrostatics. A uniform field $E_0$ in the void stores $a^3E_0^2/6$ there. The dipole field outside stores $a^3E_0^2/3$, so the total is $a^3E_0^2/2$. This is the potential energy of the plasmon oscillator, whose zero-point mean is $\omega_1/4$. Thus $\langle E_0^2\rangle=\omega_1/2a^3$ and $g^2=d^2\langle E_0^2\rangle$.

**Fewer continua than dipoles.** At the centre only $l=1$ survives, and $S_{ij}=\mathbf n_i\cdot\mathbf n_j$. Three coplanar transition dipoles at angles of 120° have eigenvalues $0,\tfrac32,\tfrac32$, and so need two continua. Four tetrahedral ones have $0,\tfrac43,\tfrac43,\tfrac43$, and need three.

## 6. Numbers for three separated emitters

The parameters are round model values: $\omega_p=4$ eV, $\gamma_p=0.1$ eV, $a=50$ Å and $d_i=3$ e·Å. The emitters lie 20, 25 and 30 Å from the centre, at (polar, azimuthal) angles (0°, 0°), (60°, 0°) and (120°, 90°). Their transition energy is 3.25 eV, close to $\omega_1=4\sqrt{2/3}=3.266$ eV. The undamped small-void formula puts the next modes at 3.098 and 3.024 eV; with retardation and damping the response peaks of these three modes lie about 1 to 3 meV lower. The retarded series, summed to $l=16$, gives at 3.25 eV

$$J=\begin{pmatrix}10.89&4.88&-5.09\\4.88&11.49&-2.88\\-5.09&-2.88&12.53\end{pmatrix}\ {\rm meV}.$$

$J$ is a squared coupling per unit energy, hence an energy; $J_{11}$ is $4.00\times10^{-4}$ hartree.

The dipolar mode accounts for most of this matrix. For $a=10$ Å the formula for $g^2$ gives 0.2116 eV², so for 50 Å it gives $0.2116/125=1.69\times10^{-3}$ eV², or $g=0.041$ eV. Inserted in the small-void line shape at 3.25 eV, this yields 9.8 meV for every diagonal element. It is independent of position because the dipolar field is uniform in the void. The remainders are about 1.1, 1.7 and 2.7 meV. They contain a small retardation correction to the dipolar mode, nearly equal for the three emitters, and the higher orders. The latter make them grow towards the wall, since their diagonal parts scale as $r_i^{2l-2}$ for $kr_i\ll1$.

The overlaps follow the same pattern. The first is

$$S_{12}=\frac{4.88}{\sqrt{10.89\times11.49}}=0.436,$$

and the others are $S_{13}=-0.436$ and $S_{23}=-0.240$. A purely dipolar response would give $\cos\gamma_{ij}=0.5,-0.5,-0.25$. The eigenvalues of $S$ are 0.49, 0.76 and 1.75, so all three continua are needed. At 3.10 eV, near the quadrupolar mode, the overlaps are $-0.10$, $-0.08$ and $-0.26$. The bright modes thus change with frequency.

The triangular couplings can be found by hand. With $J$ in eV, and $J_{11}$ and $J_{12}$ taken to one more digit than above,

$$W_{11}=\sqrt{0.010886}=0.10434,\qquad W_{21}=\frac{0.004876}{0.10434}=0.0467,$$

$$W_{22}=\sqrt{0.01149-0.0467^2}=0.0965,$$

all in eV$^{1/2}$. The third row, found in the same way, is $-0.0488,-0.0062,0.1005$. The separate couplings depend on the choice of $W$: in the symmetric choice those of emitter 3 are $-0.0241,-0.0112,0.1087$.

## 7. What the overlaps do in time

Restrict the model to one excitation, in the rotating-wave form, with two-level emitters of energy $\omega_e$. With emitter amplitudes $c_i$ and bright-mode amplitudes $\beta_\alpha(\omega)$,

$$i\dot c_i=\omega_ec_i-\sum_\alpha\int d\omega\,W_{i\alpha}\beta_\alpha,\qquad i\dot\beta_\alpha=\omega\beta_\alpha-\sum_jW_{j\alpha}c_j .$$

For initially empty modes the second equation gives $\beta_\alpha(t)=i\sum_jW_{j\alpha}\int_0^tdt'\,e^{-i\omega(t-t')}c_j(t')$. Inserting this in the first, and using $WW^T=J$,

$$\dot c_i=-i\omega_ec_i-\sum_j\int_0^tdt'\int d\omega\,J_{ij}(\omega)\,e^{-i\omega(t-t')}c_j(t').$$

Only $J$ appears, which shows again that the choice of $W$ is immaterial. If the nonorthogonal $B_i$ are treated as independent continua, $S$ is replaced by the unit matrix, $J_{ij}$ vanishes for $i\ne j$, and no excitation passes between emitters.

For numbers, the continua between 2.7 and 3.7 eV were represented by 200 Gauss–Legendre energies, and the resulting matrix of dimension $3+3\times200=603$ was diagonalized. Emitter 1 starts excited. Its population is 0.855 after 5 fs, 0.609 after 10 fs and 0.267 after 20 fs. At 20 fs emitters 2 and 3 hold 0.025 and 0.024, and the remaining 0.68 is in the bright continua. With the overlaps discarded, emitter 1 holds 0.250 at 20 fs and the other two stay empty. Within this model, discarding the overlaps therefore also changes the population of the emitter that was excited.

These populations belong to the stated band and to the rotating-wave form. The full dipole–dipole coupling also needs counter-rotating terms and frequencies outside the band, and this omitted part is not small. For emitters 1 and 2, with separation $R$ along the unit vector $\hat{\mathbf R}$, the direct near-field coupling $d_1d_2[\mathbf n_1\cdot\mathbf n_2-3(\mathbf n_1\cdot\hat{\mathbf R})(\mathbf n_2\cdot\hat{\mathbf R})]/R^3$ is about 12 meV, which can change the transfer substantially. The populations illustrate the role of the overlaps within the model; they do not predict the transfer in a real void. The bound of section 4 does not depend on this truncation. It does depend on a linear environment and on a fixed set of coupling operators. An emitter too large for the point-dipole form can be treated in the same way if one fixed transition current replaces $d_i\mathbf n_i$; several independent currents require several amplitudes.

Numerical values quoted here were computed with a short program.
